\section*{Leave-One-Out Errors of Cluster Expansions for Hafnia-Zirconia Cation Order}

\section{Definitions and conventions}

A cation arrangement of Hf$_{1-x}$Zr$_x$O$_2$ is described by spins on the cation sites of one parent lattice: $\sigma=+1$ for Hf and $\sigma=-1$ for Zr. Energies are in meV per cation, which is the same as meV per formula unit. A cluster expansion writes
\begin{equation}
E(\sigma)=\sum_{\alpha=1}^{p}J_\alpha\Phi_\alpha(\sigma),
\end{equation}
where $\Phi_\alpha$ is the spin product of a cluster, averaged over all its translated and symmetry-related copies. The empty cluster has $\Phi=1$, and the point cluster has $\Phi=1-2x$. Because $\Phi_\alpha$ is an average, $J_\alpha$ contains the number of clusters per cation.

The training set has $N$ arrangements with energies $y_i$. Row $i$ of the $N\times p$ matrix $X$ is $x_i^T=(\Phi_1,\dots,\Phi_p)$ for arrangement $i$. We assume that $X$ has rank $p$. The least-squares fit minimizes $|y-XJ|^2$; setting its gradient to zero gives
\begin{equation}
AJ=X^Ty,\quad A=X^TX,\quad r=y-XJ=(I-H)y,\quad H=XA^{-1}X^T .
\end{equation}
$H$ is called the hat matrix and $h_i=H_{ii}=x_i^TA^{-1}x_i$ the leverage of arrangement $i$.

The setting treated here is the leave-one-out (LOO) score, by which fitting programs rank cluster lists. It is the root mean square (rms) of
\begin{equation}
e_i=y_i-x_i^TJ^{(-i)},
\end{equation}
where $J^{(-i)}$ is fitted without arrangement $i$. A positive $e_i$ means that the true energy lies above the prediction.

\section{All deletions from one fit}

It costs no more work to delete a whole group $G$ of arrangements, and to allow fixed weights $w_i>0$ and a fixed quadratic penalty. Let the objective be $\sum_iw_i(y_i-x_i^TJ)^2+J^T\Lambda J$, with $\Lambda$ symmetric and non-negative. Its minimum satisfies
\begin{equation}
AJ=X^TWy,\qquad A=X^TWX+\Lambda ,
\end{equation}
with $W$ the diagonal matrix of weights. Removing $G$ removes its terms from both sides, so the reduced fit $J'$ obeys
\begin{equation}
(A-X_G^TW_GX_G)J'=X^TWy-X_G^TW_Gy_G .
\end{equation}
Move the subtracted term on the left to the right and recognize the sought errors $e_G=y_G-X_GJ'$:
\begin{equation}
AJ'=X^TWy-X_G^TW_G(y_G-X_GJ')=AJ-X_G^TW_Ge_G .
\end{equation}
Hence $J'=J-A^{-1}X_G^TW_Ge_G$. Inserting this into the definition of $e_G$ gives
\begin{align}
e_G&=y_G-X_GJ+X_GA^{-1}X_G^TW_Ge_G=r_G+H_{GG}e_G,\\
e_G&=(I-H_{GG})^{-1}r_G,\qquad H_{GG}=X_GA^{-1}X_G^TW_G .
\end{align}
For a single arrangement this becomes
\begin{equation}
\boxed{\,e_i=\frac{r_i}{1-h_i},\qquad h_i=w_ix_i^TA^{-1}x_i\,}
\end{equation}
which reduces to the ordinary leverage for $w_i=1$ and $\Lambda=0$. No assumption about noise or about the quality of the expansion has entered. The remaining weights and the penalty must keep their values when a row is deleted. With a penalty present, scaling it with the number of data, or renormalizing the weights alone to unit sum, would change the reduced problem. Without a penalty, a common factor in the weights has no effect.

\subsection{Range of the leverage, and when the formula fails}

In the ordinary fit $H$ is symmetric and $H^2=H$. The diagonal of the second relation reads $h_i=h_i^2+\sum_{j\ne i}H_{ij}^2\ge h_i^2$, so $0\le h_i\le1$ and $|e_i|\ge|r_i|$: the LOO score cannot fall below the training error. Also $\sum_ih_i=\mathrm{tr}(A^{-1}X^TX)=p$, so the mean leverage is $p/N$.

The reduced fit is unique if its matrix can be inverted. From $\det(I-UV)=\det(I-VU)$,
\begin{equation}
\det(A-X_G^TW_GX_G)=\det A\,\det(I-H_{GG}) .
\end{equation}
In an ordinary fit, $h_i=1$ therefore means that deleting $i$ leaves some combination of coefficients undetermined. Take a set of arrangements with $x=1/2$ plus one pure crystal. The point column is zero except in the row of the pure crystal, so it is a multiple of a unit vector that $H$ leaves unchanged. The pure crystal then has $h=1$, its residual is zero, and the ratio is $0/0$. The cure is more data or a shorter list; replacing the ratio by zero would report a perfect prediction where none exists.

\subsection{Numerical evaluation}

For the ordinary fit, factor $X=QR$ with $Q^TQ=I$. Then $A=R^TR$ and $H=QR(R^TR)^{-1}R^TQ^T=QQ^T$, so $h_i$ is the squared length of row $i$ of $Q$. The factorization takes of order $Np^2$ operations, against $N^2p^2$ for $N$ separate refits.

\section{What changes the score and what does not}

\textbf{Reference energies.} This section treats the ordinary fit, without weights or penalty. Since $HX=X$ there, replacing $y$ by $y+Xc$ leaves $r$ and every $e_i$ unchanged. Subtracting a fixed linear function of $x$, as in a mixing energy, therefore has no effect if the empty and point clusters are in the list. The same holds for a nearest-neighbour chemical energy $\varepsilon$ per unlike bond. On the fcc cation lattice there are six bonds per cation, of which a fraction $(1-\Phi_1)/2$ is unlike, with $\Phi_1$ here the nearest-pair correlation. The added energy $3\varepsilon(1-\Phi_1)$ lies in the span of the empty and nearest-pair columns.

\textbf{Symmetry copies.} Suppose an arrangement appears $m$ times with the same row and energy. With residual $r$ and leverage $h$ for each copy, $H_{GG}$ has all entries $h$. The vector of equal entries is an eigenvector with eigenvalue $mh$, so deleting all copies gives $r/(1-mh)$, while deleting one gives $r/(1-h)$. The second number is smaller in size because the other copies remain in the fit. Merge the copies, or delete them as a group.

\textbf{Noise.} Let independent errors $\eta_i$ of zero mean and standard deviation $s$ be added to the energies. The LOO error becomes $e_i+[(I-H)\eta]_i/(1-h_i)$. The cross term averages to zero, and $(I-H)^2=I-H$, so
\begin{equation}
\langle e_i^2\rangle=e_{i,0}^2+\frac{s^2(1-h_i)}{(1-h_i)^2}=e_{i,0}^2+\frac{s^2}{1-h_i}.
\end{equation}
Here $e_{i,0}$ is the error without noise. An added cluster can raise leverages but not lower them, because it enlarges the space onto which $H$ projects. It must repay this cost by lowering $e_{i,0}$. The score includes the noise of the deleted energy itself. That noise is independent of the prediction, so subtracting $s^2$ from the mean square gives the error relative to noise-free energies.

\textbf{Selection.} The formula holds for a fixed list. If the list or the penalty is chosen by the score, the winning score has been used twice. A test of the whole procedure must repeat the choice inside each fold, so that the deleted energy plays no part in it; the hat matrix still supplies the inner scores.

\section{Worked example: an elastic hafnia-zirconia model}

\subsection{Energies}

The cations occupy the fcc sublattice of cubic fluorite. Nearest neighbours are joined by springs with rest lengths 0.359 nm (Hf--Hf) and 0.362 nm (Zr--Zr) and stiffnesses 500 and 450 eV/nm$^2$; mixed bonds take the means. With $\Delta=0.0015$ nm, half the length difference, the bond $b$ between sites $i$ and $j$ prefers the elongation $\delta_b=-\Delta(\sigma_i+\sigma_j)/2$ from the mean length. The energy is
\begin{equation}
E=\min_q\tfrac12\sum_bk_b\left[(Bq)_b-\delta_b\right]^2,
\end{equation}
where $q$ collects all displacements and six strains, and $B$ converts them to bond elongations in linear order. Pure crystals relax to $E=0$, so $E$ is a mixing energy.

If all stiffnesses were equal, the minimum would be $\frac12k\,\delta^T(I-P)\delta$, with $P$ the projector onto the range of $B$. This is quadratic in the spins, so it contains a constant and pairs of many ranges, but no point term and no triplets. The 10\% stiffness difference brings those in weakly. A short list must leave a truncation error here, and because the cell strain relaxes, no list of finite range describes composition waves much longer than its clusters.

One arrangement can be solved by hand: alternating Hf and Zr layers along [001]. Per cation there are two in-plane bonds, half of them Hf--Hf and half Zr--Zr, sharing one elongation $u$. The four mixed bonds reach their rest length by a change of layer spacing. Thus
\begin{equation}
E=\min_u\tfrac12\left[k_{\rm Hf}(u+\Delta)^2+k_{\rm Zr}(u-\Delta)^2\right]
=\frac{2\Delta^2k_{\rm Hf}k_{\rm Zr}}{k_{\rm Hf}+k_{\rm Zr}} .
\end{equation}
The minimum lies at $u=-\Delta(k_{\rm Hf}-k_{\rm Zr})/(k_{\rm Hf}+k_{\rm Zr})$. The result, $2(0.0015)^2(500)(450)/950$ eV $=1.066$ meV, agrees with the full numerical relaxation.

\subsection{Choosing the list}

All periodic arrangements with up to five cations per cell give 1686 rows, which merge into $N=57$ distinct ones. Their energies have mean 1.02 and standard deviation 0.31 meV. The 80 new arrangements with six cations serve as an outside test. Clusters are added in a fixed order; the table gives rms errors in meV per cation, and the noisy score assumes $s=0.2$ meV.

\begin{center}
\begin{tabular}{lccccc}
last added & $p$ & training & LOO & noisy LOO & outside\\
pair 1 & 3 & 0.298 & 0.334 & 0.392 & 0.242\\
pair 2 & 4 & 0.200 & 0.227 & 0.308 & 0.182\\
pair 3 & 5 & 0.152 & 0.170 & 0.270 & 0.149\\
pair 4 & 6 & 0.152 & 0.172 & 0.273 & 0.149\\
pair 5 & 7 & 0.079 & 0.091 & 0.233 & 0.098\\
tetrahedron & 12 & 0.076 & 0.098 & 0.251 & 0.096
\end{tabular}
\end{center}

Four triplets lie between the last two rows. The LOO score is lowest at $p=7$, both without noise and in the average over noise; a single noisy data set may favour another list. It rises slightly when pair 4 is added and then nearly halves with pair 5, so a search that stopped at the first rise would have ended at 0.170 instead of 0.091 meV. Beyond $p=7$ the LOO score grows by 8\%, while the outside error falls by 2\%. Among these ten lists, the score thus finds a short one of nearly the best outside accuracy, not the strict outside minimum. Pairs beyond the fifth are not included in the comparison, and they matter more than the triplets: a list of ten pair orbits, up to the vector $(2,\frac12,\frac12)$ in units of the lattice constant, also has $p=12$ and reaches a LOO score of 0.052 and an outside error of 0.063 meV. The minimum at $p=7$ belongs to this order of adding clusters only. The LOO score is also not a bound on the outside error, which is larger than the score at $p=7$ and smaller at $p=3$.

\subsection{Two arrangements in numbers}

For pure Hf all correlations equal 1, so the prediction is the sum of the seven coefficients:
\begin{multline}
1.2007-0.0066+0.1828-0.3557\\
-0.4175-0.0109-0.5391=0.0537\ \text{meV}.
\end{multline}
The true energy is zero and, before rounding of the coefficients, $r=-0.0538$. This crystal has the largest leverage, $h=0.3835$, shared with pure Zr and about three times the mean $7/57=0.123$. Its LOO error is $-0.0538/0.6165=-0.087$ meV, 62\% larger in size than its residual.

The largest LOO error belongs to a five-cation arrangement with $x=0.6$: $r=0.2883$, $h=0.1269$, and $e=0.2883/0.8731=0.330$ meV. An explicit refit gives the same value in both cases. Over all ten lists and all deletions, the largest difference between formula and refit is $7\times10^{-15}$ meV. This one arrangement supplies $0.330^2/(57\times0.0906^2)=23\%$ of the mean-square score. Its leverage is close to the mean, so the error reflects a poor description by the list rather than an isolated position in the data.

\subsection{Variants of the score}

At $p=7$, putting the mean leverage in every denominator gives $0.0792/(1-0.1228)=0.0903$ meV, close to the exact 0.0906. That shortcut serves for the rms here but not for pure Hf. Repeating the list selection inside each fold gives 0.0925 meV, with a different choice in one fold of 57. Deleting one composition at a time gives 0.0868 meV. This is not a test on a wholly new composition: exchanging Hf and Zr turns $x$ into $1-x$, keeps all pair correlations and changes the energy only slightly, and these partners remain in the fit when $x\ne1/2$.

If all 1686 rows are kept, single deletion gives 0.0821 meV and group deletion 0.0921 meV, each arrangement counted once in the average. The first understates the second by 11\%. Group deletion differs from 0.0906 because the unmerged fit weights each arrangement by its number of copies.

With noise of 0.2 meV the score is 0.233 meV, and 6000 random noise samples reproduce this value. Subtracting the noise of the deleted energies leaves $(0.2328^2-0.2^2)^{1/2}=0.12$ meV as the error relative to noise-free energies.

\subsection{Larger cells}

For 60 random arrangements of 32 cations at $x=1/2$, the mean energy is 1.209 meV (sampling error about 0.006 meV; cells of 108 and 256 cations give 1.212 and 1.214 meV) and the rms error of the expansion is 0.034 meV. Most of it is a common shift: the mean error is $-0.032$ meV, so the expansion overestimates the energy in these cells. This shift does not carry over to larger cells. At fixed $x=1/2$ in a cell of $n$ cations each pair correlation averages $-1/(n-1)$; the five pair coefficients sum to $-1.140$ meV, so the prediction rises by $1.140/31=0.037$ meV, while the true energy hardly depends on the cell size. The mean error is below 0.001 meV in size for 108 cations and $+0.007$ meV for 256. This test is weaker than its cell size suggests. In the cubic cell of edge $2a$, with $a$ the lattice constant, the fifth-neighbour vector $(\frac32,\frac12,0)a$ is equivalent to $(-\frac12,\frac12,0)a$, a nearest-neighbour vector. Pairs 1 and 5 then have equal correlations and cannot be judged separately.

Random arrangements are also the easy case. Take alternating blocks of $n$ Hf and $n$ Zr layers along [001]. The hand argument above holds for every $n$, so the energy stays at 1.066 meV. As $n$ grows, all pair correlations of finite range tend to 1 and the prediction tends to the mean of the two pure-crystal predictions, 0.060 meV. The expansion gives 0.763, 0.412 and 0.236 meV for $n=4$, 8 and 16. Along [111] the energy is 1.599 meV and the prediction 0.248 meV at $n=16$. These errors are 3 to 15 times the LOO score, which cannot reveal them because no such arrangement is in the training set.

\section{The model beside real films}

The implied bulk modulus, 199 GPa, and the cation spacing near 0.36 nm are of the rough size found in these oxides. Ferroelectric capacitor films, often near $x=1/2$, owe their polarization to an orthorhombic polymorph, not to the cubic parent used here. Each polymorph needs its own expansion, with orbits from its own space group. As an illustration of broken cubic symmetry, not an estimate for the real polymorph, stiffen the in-plane bonds by 20\%: the layered orders along [001] and [100] then differ by 0.21 meV. An expansion with cubic orbits gives both the same energy, so at least one is wrong by half of this difference or more, which exceeds the LOO score of 0.091 meV.

Two other neglected effects can be estimated within this model. Anharmonic Morse bonds with an inverse range of 12 nm$^{-1}$ change the 57 training energies by at most 0.023 meV and the LOO score from 0.0906 to 0.0898 meV. The layered order lies 0.143 meV below the mean of the random 32-cation arrangements; harmonic cation vibrations at 773 K, at fixed cell, offset 0.017 meV of this when only the zone-centre modes of the cell and the unstrained stiffnesses are used. A converged wave-vector mesh adds about 0.002 meV, and the curvature of the Morse bonds at their relaxed lengths lowers the offset to about 0.011 meV, so only its order of magnitude is fixed. That figure compares mixed arrangements with each other; it does not give the vibrational free energy relative to the pure crystals. Explicit oxygen motion, long-range electrostatics and vacancies are absent, and their effect is not estimated.

At an anneal temperature of 773 K, the ideal mixing term $k_BT\ln2=46$ meV is about 38 times the mixing energy of the random alloy. In a regular-solution mean-field estimate, the mixing energy is $\Omega x(1-x)$ with $\Omega=4\times1.209$ meV. The free-energy curvature at $x=1/2$ is $-2\Omega+4k_BT$ and vanishes at $T=\Omega/2k_B=28$ K. This estimate lets the separated phases relax as free crystals; if they share one coherent lattice, the remaining elastic energy lowers the temperature. Within this elastic model the equilibrium arrangement of the cations is therefore close to random at the anneal temperature; whether a film reaches equilibrium depends on cation diffusion, which is not treated here. A nearest-neighbour chemical energy could change that conclusion without changing the LOO score at all: a good score supports the fit for arrangements like those in the training set; it says nothing about the physics in the training energies.

\section{Guidance for the setting}

\begin{itemize}
\item Merge symmetry copies before scoring, or delete them as groups.
\item Compute the score from leverages whenever list, weights and penalty are fixed. If they are tuned, repeat the tuning inside each fold.
\item Scan past the first rise of the score, since a useful cluster may follow a useless one.
\item Inspect $h_i$ and $e_i$ one by one. A leverage near 1 calls for more data of that kind; a large error at ordinary leverage points to missing clusters or a faulty energy.
\item Compare the score with the noise $s$. Once truncation errors are well below $s$, further clusters mainly raise the variance.
\item Test on larger cells, after checking that their periodicity keeps the clusters of interest distinct. Include long-period layered or clustered arrangements, where relaxed size mismatch defeats a finite-range list.
\end{itemize}

The numerical output following this text also gives the scores of the cluster lists omitted from the table.

\section*{Computed results}
\begin{verbatim}
Energies and errors in meV per cation unless marked
rest lengths Hf-Hf, Zr-Zr: 0.359, 0.362 nm
spring constants Hf-Hf, Zr-Zr: 500, 450 eV/nm^2
implied bulk modulus: 199 GPa
distinct arrangements, 1 to 6 cations: [2, 2, 6, 19, 28, 80]
training N: 57; outside (6 cations): 80
rows before merging copies: 1686
training energy: mean 1.0190, std 0.3101, max 1.5987
assumed energy noise: 0.20
last cluster  p  train   LOO     LOO+noise outside
pair 1        3  0.2978  0.3335  0.3919    0.2424
pair 2        4  0.1995  0.2271  0.3078    0.1823
pair 3        5  0.1520  0.1696  0.2699    0.1491
pair 4        6  0.1519  0.1722  0.2733    0.1487
pair 5        7  0.0792  0.0906  0.2328    0.0978
trip 112      8  0.0791  0.0922  0.2360    0.0976
trip 111      9  0.0783  0.0924  0.2386    0.0972
trip 113     10  0.0781  0.0952  0.2432    0.0973
trip 114     11  0.0780  0.0970  0.2469    0.0972
tetra        12  0.0764  0.0976  0.2513    0.0961
lowest LOO at p = 7; with noise at p = 7
largest hat-refit difference: 7.1e-15
coefficients J for p = 7:
  empty +1.2007; point -0.0066; pair 1 +0.1828
  pair 2 -0.3557; pair 3 -0.4175; pair 4 -0.0109
  pair 5 -0.5391
largest leverage: 1 cations, x_Zr 0.000, y 0.0000
  h 0.3835, r -0.05378, r/(1-h) -0.08724, refit -0.08724
largest LOO error: 5 cations, x_Zr 0.600, y 1.5511
  h 0.1269, r +0.28831, r/(1-h) +0.33021, refit +0.33021
mean leverage p/N: 0.1228
LOO with mean leverage for all: 0.0903
list chosen in each fold: rms 0.0925, changed in 1 folds
leave-one-composition-out rms: 0.0868
copies kept, single deletion rms: 0.0821
copies kept, group deletion rms: 0.0921
weighted, penalized LOO rms: 0.0906
LOO change from 5 meV per unlike bond: 8.5e-15
noise law, sampled LOO rms: 0.2328, 0.2328
random 32-cation alloy, x = 0.5: mean energy 1.2087
  expansion error there: rms 0.0340, mean -0.0317
layered [001] order: energy 1.0658, closed form 1.0658
  expansion error there: -0.0264
Neglected effects
true distances: largest energy change 0.0003
Morse bonds (12/nm): largest change 0.0226, LOO 0.0898
layered minus random: energy -0.1429, vibrations at 773 K +0.0169
in-plane bonds 20% stiffer: [001]-[100] split +0.2132
kT ln2 at 773 K: 46.17
mean-field unmixing temperature: 28.1 K
\end{verbatim}
